# Subband spacing and lost conductance steps in a 10 nm copper wire

## Result

A straight wire of square section $L\times L$ holds free electrons of mass $m$ between hard walls. Each transverse standing wave, or subband, carries current once the energy exceeds its threshold. Counted mode by mode and averaged over many thresholds, the mean threshold spacing at the Fermi energy is

$$\Delta=\frac{2\pi\hbar^2}{mA}\left[1+\frac{P}{2Ak_F}+\dots\right],\qquad A=L^2,\quad P=4L. \tag{1}$$

The large parameter is $k_FL$, and the first correction is $P/(2Ak_F)=2/(k_FL)$. For copper with $L=10$ nm the leading term is 4.79 meV and the corrected value 4.86 meV, so about 5 meV.

At temperature $T$ the conductance averages over an energy range of width $3.53\,k_BT$, which is 91 meV at 300 K. Some 19 mean spacings fit into it, and the separate steps merge into a continuous rise.

Two qualifications belong to this result. In a perfect square many thresholds coincide, so distinct steps are fewer and taller than (1) suggests. And a slow undulation of the conductance, of order one conductance quantum, survives at room temperature in the ideal wire.

## From thresholds to a counting problem

A hard wall forces the wave function to vanish at the surface, so the transverse part is $\sin(n\pi x/L)\sin(m'\pi y/L)$ with $n,m'=1,2,3,\dots$ The thresholds are

$$E_{nm'}=\varepsilon\,(n^2+m'^2),\qquad \varepsilon=\frac{\pi^2\hbar^2}{2mL^2}. \tag{2}$$

Let $N(E)$ be the number of modes with threshold below $E$. With $E=\hbar^2k^2/2m$, the condition $E_{nm'}<E$ becomes $n^2+m'^2<R^2$, where $R=kL/\pi$. Thus $N$ counts the points with positive integer coordinates inside a quarter disc of radius $R$. Spin is not counted here; it enters the conductance quantum later.

In column $n$ the points reach up to $g(n)=\sqrt{R^2-n^2}$. Unless $E$ coincides with a threshold, therefore,

$$N=\sum_{n=1}^{\lfloor R\rfloor}\lfloor g(n)\rfloor, \tag{3}$$

where $\lfloor x\rfloor$ is the integer part. The function $\tfrac12-(x-\lfloor x\rfloor)$ has period one and zero mean. Its sine coefficients are $2\int_0^1(\tfrac12-x)\sin(2\pi jx)\,dx=1/(\pi j)$, and its cosine coefficients vanish. Therefore, except at integer $x$, where the series gives the midpoint of the jump,

$$\lfloor x\rfloor=x-\frac12+\frac1\pi\sum_{j\ge1}\frac{\sin 2\pi jx}{j}. \tag{4}$$

Inserting (4) into (3) gives three sums.

**The sum of $g(n)$.** Poisson's summation formula, applied to the even function $g$ on $-R\le n\le R$ and halved, reads

$$\frac{g(0)}2+\sum_{n=1}^{\lfloor R\rfloor}g(n)=\int_0^Rg\,dn+2\sum_{q\ge1}\int_0^Rg\cos(2\pi qn)\,dn. \tag{5}$$

The first integral is the area $\pi R^2/4$, and $g(0)/2=R/2$. The smooth part of this sum is $\pi R^2/4-R/2$.

**The sum of $-\tfrac12$.** It equals $-\tfrac12\lfloor R\rfloor$, whose smooth part by (4) is $-R/2+\tfrac14$.

**The sum of the sines.** It oscillates with $R$ and adds nothing smooth to the orders kept here.

Together,

$$N_{\rm smooth}=\frac{\pi R^2}4-R+\frac14=\frac{Ak^2}{4\pi}-\frac{Pk}{4\pi}+\frac14. \tag{6}$$

The second form uses $\pi R^2/4=k^2L^2/4\pi$ and $R=kL/\pi=4Lk/4\pi$. The perimeter term is negative because points on the two axes, with $n=0$ or $m'=0$, are not allowed: a standing wave with zero half-waves vanishes everywhere.

## The spacing and its first correction

The mean spacing is the inverse of the density of thresholds. Differentiate (6) with respect to $k$, and use $dE/dk=\hbar^2k/m$:

$$\frac{dN}{dE}=\frac{m}{\hbar^2k}\left(\frac{Ak}{2\pi}-\frac P{4\pi}\right)=\frac{mA}{2\pi\hbar^2}\left(1-\frac{P}{2Ak}\right). \tag{7}$$

Inverting at $k=k_F$ and using $1/(1-x)=1+x+\dots$ gives (1). The leading spacing does not contain the Fermi energy: in two transverse dimensions the density of levels of a free particle is constant. It depends on the material through the mass alone, and it falls as $1/L^2$.

For copper take a lattice constant of 0.361 nm, a rough typical value, with four atoms per cubic cell and one conduction electron per atom. Then the density is $4/0.361^3=85.0$ nm$^{-3}$, and

$$k_F=(3\pi^2\times85.0)^{1/3}=13.60\ \text{nm}^{-1},\qquad E_F=\tfrac12(0.07620)(13.60)^2=7.05\ \text{eV},$$

with $\hbar^2/m=0.07620$ eV nm$^2$. The leading spacing is $2\pi\times0.07620/100=4.79$ meV. The correction is $2/(13.60\times10)=0.0147$, which raises it to 4.86 meV.

A direct list of the thresholds (2) contains 1432 modes below $E_F$. The area term of (6) alone gives 1472.6, and the perimeter term with the constant $\tfrac14$ brings this to 1429.6. The correction thus removes nearly all of the error of the leading term.

The spacing itself is a harder quantity to compare. Between $E_F-1$ eV and $E_F+1$ eV the list has 414 modes, a spacing of $2000/414=4.83$ meV. The leading term predicts about 418 modes and the corrected one about 412. The count lies between them, so this window confirms the value of about 5 meV but does not resolve the correction. The reason is the oscillating part of $N$.

## The oscillating part: order $\sqrt R$

The oscillations with period one in $R$ come from three places.

First, take $q=1$ in (5). The oscillating contribution arises at the end $n=R$, where $g$ has a square-root edge. Put $s=R-n$, so that $g\approx\sqrt{2Rs}$. With a convergence factor at large $s$,

$$2\sqrt{2R}\;\mathrm{Re}\left[e^{2\pi iR}\int_0^\infty\!\sqrt s\,e^{-2\pi is}ds\right]
=2\sqrt{2R}\,\frac{\sqrt\pi/2}{(2\pi)^{3/2}}\cos\!\left(2\pi R-\tfrac{3\pi}4\right).$$

The prefactor simplifies to $\sqrt R/2\pi$.

Second, take the $j=1$ sine of (4), summed over columns. Near $n=0$ the arc is flat, $g\approx R-n^2/2R$, so neighbouring columns add in phase. Replace the sum from $n=1$ by the integral from zero minus half the term at $n=0$. Since $\int_0^\infty e^{-i\pi n^2/R}dn=\tfrac12\sqrt R\,e^{-i\pi/4}$, the result is

$$\frac{\sqrt R}{2\pi}\sin\!\left(2\pi R-\tfrac\pi4\right)-\frac{1}{2\pi}\sin2\pi R .$$

As $\sin(\theta-\pi/4)=\cos(\theta-3\pi/4)$, its first term equals the previous contribution, as the symmetry between $n$ and $m'$ demands.

Third, $-\tfrac12\lfloor R\rfloor$ contributes $-(1/2\pi)\sin2\pi R$. The total is

$$N_{\rm row}=\frac{\sqrt R}\pi\cos\!\left(2\pi R-\frac{3\pi}4\right)-\frac1\pi\sin2\pi R. \tag{8}$$

Write $\cos(\theta-3\pi/4)=(\sin\theta-\cos\theta)/\sqrt2$. The coefficient of $\cos2\pi R$ is then $-\sqrt{R/2}/\pi$ and that of $\sin2\pi R$ is $(\sqrt{R/2}-1)/\pi$, so the amplitude is

$$a=\frac1\pi\sqrt{\frac R2+\left(\sqrt{\frac R2}-1\right)^2}. \tag{9}$$

At the Fermi energy $R=136.0/\pi=43.3$ and $\sqrt{R/2}=4.65$, which gives $a=1.88$. The part with period one in $R$, extracted from the listed thresholds over 16 periods centred on $E_F$, has amplitude 1.88 as well.

The physical origin is bunching. For fixed $n$ the thresholds $\varepsilon(n^2+m'^2)$ with $m'=1,2,3,\dots$ form a row that starts just above $\varepsilon n^2$ and is densest there. Successive rows start $\varepsilon(2n+1)\approx2\varepsilon R$ apart. With (2) and $v_F=\hbar k_F/m$ this row spacing is

$$D=2\varepsilon\,\frac{k_FL}\pi=\frac{\pi\hbar^2k_F}{mL}=\frac{\pi\hbar v_F}{L}. \tag{10}$$

Here $\varepsilon=3.760$ meV, so $D=2\times3.760\times43.3=326$ meV. Harmonics $j$ and $q$ acting together give further oscillations: the phase $2\pi(jg+qn)$ is stationary on the arc at the value $2\pi R\sqrt{j^2+q^2}$, so their periods in $R$ are shorter than one.

The orders are now visible: area $R^2$, perimeter $R$, and $\sqrt R$ for each harmonic of the oscillation. All harmonics together have a root-mean-square size of about $0.4\sqrt R$, with rare excursions several times larger. Differentiation changes the ranking. The slope of (8) with respect to $R$ has amplitude $2\pi a\approx12$, of order $\sqrt R$, while the perimeter term contributes $-1$ and the area term $\pi R/2\approx68$. The correction in (1) therefore describes a spacing averaged smoothly over at least a few rows, not the local spacing at one chosen energy.

## Coincident thresholds in the square

Interchanging $n$ and $m'$ leaves (2) unchanged, so modes with $n\ne m'$ come at least in pairs. Further coincidences are arithmetical, such as $1^2+8^2=4^2+7^2$. Among the 414 modes in the 2 eV window there are 148 distinct thresholds. Their mean separation is $2000/148=13.5$ meV, and the mean step height is $414/148=2.80$ conductance quanta. The largest gap in the window is 45.1 meV.

A rectangle with sides $a$ and $b$ has no coincidences if $a^2/b^2$ is irrational. Equality of two thresholds would require $n^2-n'^2=(a^2/b^2)(l'^2-l^2)$, with $l,l'$ the second quantum numbers. An irrational factor permits this only if both sides vanish, which means the same mode. With the area held fixed and sides of 10.44 and 9.58 nm, in the ratio $2^{1/8}$, the distinct thresholds are 4.85 meV apart on average. The figure of 5 meV is thus a mode spacing in the square, and also the mean step spacing in this rectangle. If the sides are much closer to equal, former coincidences split only slightly and the steps still come in close groups.

## Conductance at finite temperature

Let the wire join two ideal reservoirs with chemical potentials $\mu\pm eV/2$, and let every mode transmit perfectly. Electrons moving right carry the occupation of the left reservoir, and those moving left that of the right one. With a factor 2 for spin and $dk/2\pi$ states per unit length, the current magnitude in a mode with threshold $E_n$ is

$$I=2e\int_0^\infty\frac{dk}{2\pi}\,v\,(f_L-f_R)=\frac{2e}{h}\int_{E_n}^\infty(f_L-f_R)\,dE .$$

The second form uses $v\,dk=dE/\hbar$: the velocity cancels the one-dimensional density of states, so every open mode counts equally. For $eV\ll k_BT$, $f_L-f_R\approx eV(-\partial f/\partial E)$. Integrating, with $f\to0$ at high energy, and summing over modes gives

$$G=G_0\sum_n f(E_n)=G_0\int N(E)\left(-\frac{\partial f}{\partial E}\right)dE,\qquad G_0=\frac{2e^2}h. \tag{11}$$

The second equality holds because $N(E)$ is a sum of unit steps at the thresholds. The measured curve is the cold staircase averaged with a thermal weight.

With $x=(E-\mu)/k_BT$ this weight is proportional to $1/\cosh^2(x/2)$. It falls to half its maximum when $\cosh(x/2)=\sqrt2$, or $x=\pm2\ln(1+\sqrt2)$. The full width is $4\ln(1+\sqrt2)\,k_BT=3.525\,k_BT$. At 300 K, $k_BT=25.85$ meV and the width is 91.1 meV. This is 18.8 times the mean mode spacing and twice the largest gap of the square wire in the window.

## How an undulation is damped

The comparison of widths can be made quantitative. Suppose $N(E)$ contains a term $\cos(2\pi E/D+\phi)$. The thermal weight is even about $\mu$, so averaging multiplies the term by

$$F=\int_{-\infty}^\infty e^{iqx}w(x)\,dx,\qquad w=\frac{e^x}{(1+e^x)^2},\quad q=\frac{2\pi k_BT}D.$$

Since $w(x+2\pi i)=w(x)$, integrate around the rectangle between the real axis and the line $\mathrm{Im}\,x=2\pi$. The short sides vanish because $w$ decays as $e^{-|x|}$. The upper side returns $-e^{-2\pi q}F$. Inside lies one pole, $x=i\pi$. With $x=i\pi+z$, $w=-1/(4\sinh^2(z/2))=-1/z^2+\dots$, and the residue of $e^{iqx}w$ is $-iq\,e^{-\pi q}$. Hence

$$F\,(1-e^{-2\pi q})=2\pi i\,(-iq\,e^{-\pi q})=2\pi q\,e^{-\pi q},$$

$$F=\frac{X}{\sinh X},\qquad X=\pi q=\frac{2\pi^2k_BT}{D}. \tag{12}$$

For $X\ll1$, $F\approx1-X^2/6$ and the undulation is nearly intact. For $X\gg1$, $F\approx2Xe^{-X}$ and it is lost exponentially.

**Even ladder.** If thresholds were evenly spaced by $\Delta=4.86$ meV, the first harmonic of the steps would have amplitude $1/\pi$ by (4), and $X=105$ at 300 K. The ripple would be $(2X/\pi)e^{-X}\approx10^{-44}$ in units of $G_0$. Individual steps at the mean spacing leave no measurable trace.

**Rows.** For $D=326$ meV, $X=2\pi^2\times25.85/326=1.57$ and $F=0.684$. The row undulation falls from 1.88 to 1.28 $G_0$, the same ratio in the listed thresholds as in (12). Including the other periods, the largest deviation of $G$ from the smooth law at 300 K, within 0.5 eV of $E_F$, is 1.97 $G_0$. The total is 1430.8 $G_0$, so this is a deviation of 0.14%.

A step means a plateau, where $dG/d\mu$ is nearly zero. In the same 1 eV range, the slope relative to its mean has these extremes for the square wire:

| $T$ | minimum | maximum |
|---|---|---|
| 4 K | 0.000 | 28 |
| 77 K | 0.149 | 1.93 |
| 300 K | 0.792 | 1.20 |

The maximum at 4 K belongs to the threshold with $n^2+m'^2=1885$, where eight modes coincide. Since $-\partial f/\partial E$ peaks at $1/(4k_BT)$, the relative slope there is $8\times4.86/(4\times0.345)=28$. The scan in the output, with steps of 0.67 meV, misses the top of this narrow peak and lists 26.27. At 4 K there are true plateaus. At 77 K they have become stretches of weak slope. At 300 K the curve rises throughout this range, within about 20% of its mean slope; within 1 eV of $E_F$ the largest relative slope reaches 1.30. The row undulation accounts for $2\pi\times1.28\times4.86/326=12\%$ of modulation; the rest comes from the other periods.

## The opposite limit: cold or narrow wires

The thermal width equals the mean mode spacing at 16 K for $L=10$ nm. This marks a scale, not a sharp transition: by (12) even evenly spaced steps fade gradually. Uneven spacing widens the range further, and the table shows traces of the larger gaps at 77 K.

At fixed $T=300$ K the same equality, with the leading term of (1), requires $L^2=2\pi\times0.07620/0.0911=5.3$ nm$^2$, or $L\approx2.3$ nm. Because the distinct thresholds of the square are farther apart than the mean mode spacing, its larger gaps already give plateaus at 300 K near this side, and well below it the steps of an ideal wire generally outlast room temperature. The expansion parameter $2/(k_FL)$ grows meanwhile: it is 0.06 at 2.3 nm and 0.15 at 1 nm. At 1 nm (6) gives only about 11 modes below the bulk value of $E_F$, so a smooth density of thresholds loses its use and the levels should be listed one by one.

## Against a real copper interconnect

The inputs above are typical of copper, but the model is cleaner than any interconnect. Some neglected effects, estimated roughly, leave the spacing at a few meV:

- The Fermi surface of copper is not a sphere, which a single mass cannot represent. As an illustration only, a factor 1.4 in the mass, about the size of the specific-heat mass, lowers the leading spacing to 3.42 meV. What actually sets the spacing is how fast the Fermi-surface area projected along the wire grows with energy; this depends on the wire direction and on the necks, and it is not computed here.
- Walls of finite height, set by a work function of roughly 4.7 eV, let the waves spread outward. In a separable well of this depth there are 1460 modes below $E_F$, and the spacing counted in the 2 eV window is 4.75 meV. Such a count carries the oscillations found above; averaged smoothly, the spacing is 4.72 meV, against 4.86 meV for hard walls.
- Hard walls push electrons away from the surface. Keeping the wire neutral then raises $E_F$ by 165 meV, which leaves the leading spacing unchanged.

Scattering matters far more. With a rough bulk mean free path $\lambda=40$ nm at room temperature, limited mainly by lattice vibrations, the lifetime broadening is $\hbar v_F/\lambda=0.07620\times13.60/40=25.9$ meV, already five mean spacings. Surfaces and grain boundaries shorten $\lambda$ in a thin wire and do not disappear on cooling. To bring the broadening below 4.86 meV, $\lambda$ would have to exceed about 210 nm.

The width must also be uniform. Adding one atomic layer, $\delta=0.180$ nm, to one side lowers the energy of motion across it, $E_x$, by about $2E_x\delta/L$. Near $E_F$ the mean of $E_x$ is $E_F/2$ by symmetry, so the mean shift is $E_F\delta/L=127$ meV to first order; the list gives 124 meV. A single layer that comes and goes along the wire moves thresholds near $E_F$ by some 25 spacings on average, and by much less where little of the energy lies in motion across the altered side.

Finally, perfect transmission requires a short wire. The ballistic resistance is $1/(1430.8\,G_0)=9.02$ ohm. The Drude resistance $\ell mv_F/(ne^2\lambda A)$ of a length $\ell=1000$ nm is 164 ohm with the same $\lambda$, so the two match at $\ell=1000\times9.02/164=55$ nm. This uses the bulk mean free path; the shorter $\lambda$ of a thin wire reduces the length in proportion. Longer wires are governed by scattering, and counting modes no longer gives their conductance. At an operating temperature of 378 K the thermal width grows to 115 meV. In an ordinary interconnect the steps are thus removed several times over, and cooling alone would not restore them. The numerical output below lists the values used.

## Computed values

```
side of wire: 10.0 nm
lattice constant (rough): 0.361 nm
electron density: 85.0 per nm^3
Fermi wave number: 13.60 per nm
Fermi energy: 7.05 eV
hbar^2/m: 0.07620 eV nm^2
threshold unit epsilon: 3.760 meV
modes below E_F, listed: 1432
modes, leading term: 1472.6
modes, with perimeter term: 1429.6
mean spacing, leading: 4.79 meV
mean spacing, with perimeter: 4.86 meV
half-width of counting window: 1.0 eV
modes in window: 414
mean spacing, counted: 4.83 meV
distinct thresholds in window: 148
mean distinct spacing, square: 13.5 meV
mean step height, square: 2.80 G0
largest gap in window, square: 45.1 meV
rectangle sides: 10.44 and 9.58 nm
mean distinct spacing, rectangle: 4.85 meV
kT at 300 K: 25.85 meV
thermal width / kT: 3.525
thermal width at 300 K: 91.1 meV
thermal width / mean spacing: 18.8
temperature where they are equal: 16.0 K
even ladder, X at 300 K: 105.0
even ladder, log10(ripple/G0): -43.8
row spacing at E_F: 326 meV
row undulation factor, formula: 0.684
row undulation factor, listed: 0.684
row undulation, cold: 1.88 G0
row undulation, 300 K: 1.28 G0
largest total undulation, 300 K: 1.97 G0
slope/mean at 4 K: min 0.000, max 26.27
slope/mean at 77 K: min 0.149, max 1.93
slope/mean at 300 K: min 0.792, max 1.20
conductance at 300 K: 1430.8 G0
ballistic resistance: 9.02 ohm
spacing for mass ratio 1.4: 3.42 meV
work function (rough): 4.7 eV
modes with finite walls: 1460
spacing with finite walls: 4.75 meV
E_F shift for neutrality: 165 meV
mean free path (rough, bulk): 40 nm
lifetime broadening: 25.9 meV
one atomic layer: 0.180 nm
mean threshold shift per layer: 124 meV
thermal width at 378 K: 114.8 meV
diffusive resistance of 1000 nm: 164 ohm
length where resistances match: 55 nm
```
